# Thick-mask edge diffraction as a narrow complex transmission strip

A photomask for 193 nm lithography carries an absorbing film some tens of nanometres thick, and its openings may be only one or two wavelengths wide. Light entering an opening runs along the side walls of the film, bends at its upper and lower rims, and leaves with a field that is not a sharp-edged copy of the drawn pattern. The thin-mask model assigns one transmission to clear areas, another to absorbing areas, and a sharp step between them. How can it be corrected without solving Maxwell's equations for every pattern, and how does the correction change as the opening narrows?

## Setting and claim

The mask is uniform along $y$. Light falls normally from the substrate and travels towards $+z$. The time factor is $e^{-i\omega t}$, the vacuum wavelength is $\lambda$, and $k=2\pi/\lambda$. The field $u$ is the electric field when that lies along the edge (case E), or the magnetic field when that does (case H). The film occupies $0<z<d$, with air in the openings and below.

Openings of width $w$ repeat with period $p$. A wide clear area transmits $t_c$ and a wide absorbing area $t_a$, both taken at $z=d$; let $\Delta t=t_c-t_a$. The order amplitudes are
$$c_m=\frac1p\int_{-p/2}^{p/2}u(x,d)\,e^{-i\alpha x}dx,\qquad \alpha=\frac{2\pi m}{p}.$$

The claim is that, when the edges do not influence one another,
$$p\,c_0=p\,t_a+\Delta t\,(w+2b), \tag{1}$$
where the complex length $b$ belongs to a single edge. A narrow strip on each edge, of width $s$ and extra transmission $\tau$, gives the same amplitude if $\tau s=\Delta t\,b$.

## First derivation: moments of the exit field

Write the exit field as the thin-mask field plus a disturbance $e$ from each edge, with its argument measured from the edge into the opening. For an opening centred at $x=0$,
$$u(x,d)=t_a+\Delta t\,\Theta(w/2-|x|)+e(x+w/2)+e(w/2-x),$$
where $\Theta$ is the unit step. Using one function $e$ for both edges relies on mirror symmetry at normal incidence; simple addition relies on the absence of interaction.

Let $\hat e(\alpha)=\int e(\xi)e^{-i\alpha\xi}d\xi$. In the left term put $\xi=x+w/2$, which gives $e^{i\alpha w/2}\hat e(\alpha)$. In the right term put $\xi=w/2-x$, which gives $e^{-i\alpha w/2}\hat e(-\alpha)$.

Far from the edge, the disturbance in air consists of waves running along the mask, with transverse wavenumber near $\pm k$. The lens accepts $|\alpha|\le k\,\mathrm{NA}/R$, where $R$ is the reduction ratio, and this is well below $k$. Within the passband $\hat e$ is therefore smooth and can be expanded:
$$\hat e(\alpha)=\Delta t\,(b-i\alpha b_1+\dots),\quad b=\frac{1}{\Delta t}\int e\,d\xi,\quad b_1=\frac1{\Delta t}\int \xi e\,d\xi .$$
The oscillating tails are integrated with a small loss in the outer media, which is then removed. The two edges together give
$$\Delta t\left[b\,(e^{i\alpha w/2}+e^{-i\alpha w/2})-i\alpha b_1(e^{i\alpha w/2}-e^{-i\alpha w/2})\right].$$
The first bracket is $2\cos(\alpha w/2)$. The second is $2i\sin(\alpha w/2)$, and $-i\cdot 2i=2$. For $m\neq0$, where the uniform background $t_a$ drops out,
$$\frac{p\,c_m}{\Delta t}=\frac{2\sin(\alpha w/2)}{\alpha}+2b\cos\frac{\alpha w}{2}+2\alpha b_1\sin\frac{\alpha w}{2}. \tag{2}$$
At $\alpha=0$ the right side becomes $w+2b$, and adding the background $p\,t_a$ gives (1).

A strip centred on the edge has the spectrum
$$\tau\,\frac{2\sin(\alpha s/2)}{\alpha}=\tau s\left[1-\frac{(\alpha s)^2}{24}+\dots\right].$$
With $\tau s=\Delta t\,b$ it reproduces the $b$ term of (2). Only the product $\tau s$ is fixed, so $s$ may be chosen freely as long as $\alpha s\ll1$. A centred strip has no first moment and leaves $b_1$ out.

## Second derivation: reciprocity inside the absorber

The same law follows without examining the exit field near the edge. Both polarizations obey
$$\nabla\cdot(\eta\nabla u)+k^2\zeta u=0,$$
with $\eta=1,\ \zeta=\varepsilon$ in case E and $\eta=1/\varepsilon,\ \zeta=1$ in case H. Here $\varepsilon$ is the relative permittivity.

Let $v(z)$ be the field when a unit wave arrives from below on a mask that is clear everywhere, with coefficients $\eta_c,\zeta_c$. Multiplying each equation by the other field and subtracting gives
$$\nabla\cdot(v\eta\nabla u-u\eta_c\nabla v)=(\eta-\eta_c)\nabla u\cdot\nabla v-k^2(\zeta-\zeta_c)uv .$$
The right side vanishes outside the absorber, because the two masks differ only there. Inside it $\eta_c=\zeta_c=1$, and the right side is
$$G[u]=(\eta_a-1)\,v'\,\partial_zu-k^2(\zeta_a-1)\,uv .$$

Integrate over one period between a plane in the substrate and a plane in the air below. The side contributions cancel by periodicity. Since $v$ does not depend on $x$, only the zero order of $u$ survives on the two planes.

Below the mask, with $z'=z-d$, that order is $c_0e^{ikz'}$, and $v=e^{-ikz'}+\rho e^{ikz'}$. Then
$$v\,\partial_zu-u\,v'=ikc_0(1+\rho e^{2ikz'})+ikc_0(1-\rho e^{2ikz'})=2ikc_0 .$$
In the substrate, of index $n_1$, $v=t'e^{-in_1kz}$ and the zero order of $u$ is $e^{in_1kz}+r_0e^{-in_1kz}$. The terms in $r_0$ cancel in the same way, leaving a constant $K$ that does not depend on the pattern. Hence
$$2ik\,p\,c_0-pK=\iint_{\rm absorber}G[u]\,dx\,dz .$$
For an entirely clear mask the right side is zero and $c_0=t_c$, so $K=2ik\,t_c$. Therefore
$$p(c_0-t_c)=\frac1{2ik}\iint_{\rm absorber}G[u]\,dx\,dz. \tag{3}$$

Apply (3) to an unbroken absorber with field $u_a(z)$: each unit of width contributes $t_a-t_c=-\Delta t$. In a wide absorbing line of width $p-w$, $u$ differs from $u_a$ only near the two edges. Splitting $G[u]=G[u_a]+G[u-u_a]$, which linearity permits, gives
$$p(c_0-t_c)=-(p-w)\Delta t+2\Delta t\,b,$$
$$b=\frac{1}{2ik\,\Delta t}\iint_{\rm one\ edge}G[u-u_a]\,dx\,dz. \tag{4}$$
Moving $p\,t_c$ to the right and using $p\,t_c-p\Delta t=p\,t_a$ recovers (1).

Formula (4) also settles the limit of a faint absorber. There $G$ carries one factor of the material contrast, $u-u_a$ carries another, and $\Delta t$ removes one. So $b$ vanishes in proportion to the contrast: to lowest order the zero order sees the drawn area.

## What each derivation assumes

Both require linear materials and edges that do not interact. They yield the same $b$, because both identify the same constant in $c_0$.

The first works with the exit field alone. It allows any edge structure, including a perfect conductor, and gives every order in the passband, but it needs the passband to stay away from $|\alpha|=k$. The second needs reciprocal materials of finite permittivity. It requires no expansion in $\alpha$ and locates the correction in the absorber beside the wall, but as given it covers the zero order only. Neither supplies the value of $b$; that requires the field at one edge.

## Two limits in closed form

**Thin perfect conductor.** Let the screen fill $x<0$ at $z=0$, and write $u=e^{ikz}+u_s$. Give $k$ a small positive imaginary part, and let $U(\alpha)$ be the transform of $u_s$ at $z=0^+$. Its normal derivative has the transform $i\gamma U$, with $\gamma=\sqrt{k+\alpha}\sqrt{k-\alpha}$.

In case E, $u_s=-1$ on the screen. By symmetry in $z$, $\partial_zu_s=0$ in the opening. Since $\int_{-\infty}^0e^{-i\alpha x}dx=i/\alpha$ for $\mathrm{Im}\,\alpha>0$,
$$U=U_o-\frac i\alpha,\qquad D=i\gamma U,$$
where $U_o$ comes from $x>0$ and is analytic in the lower half-plane, while $D$ comes from $x<0$ and is analytic in the upper. Divide by $i\sqrt{k+\alpha}$ and move the pole to the left:
$$\frac{D}{i\sqrt{k+\alpha}}+\frac{i\sqrt k}{\alpha}=\sqrt{k-\alpha}\,U_o-\frac{i(\sqrt{k-\alpha}-\sqrt k)}{\alpha}.$$
The left side is analytic above and the right side below, with a common strip $0<\mathrm{Im}\,\alpha<\mathrm{Im}\,k$. Together they form an entire function. It vanishes at infinity for the admissible edge singularity, so it is zero. Hence $U=-i\sqrt k/(\alpha\sqrt{k-\alpha})$. Subtracting the thin-mask value $-i/\alpha$ leaves
$$\hat e=-\frac i\alpha\left[\left(1-\frac\alpha k\right)^{-1/2}-1\right]\to-\frac{i}{2k}\quad(\alpha\to0).$$

In case H, $\partial_zu_s=-ik$ on the screen and $u_s=0$ in the opening, so $i\gamma U=D_o+k/\alpha$. Dividing by $\sqrt{k-\alpha}$ and separating the pole $\sqrt k/\alpha$ gives $U=-i\sqrt k/(\alpha\sqrt{k+\alpha})$, and $\hat e\to+i/(2k)$. Since $\Delta t=1$ here, $b=\mp i/(2k)$: a pure phase correction of opposite sign in the two polarizations. At 193 nm its size is 15.4 nm.

**Long conducting wall, case E.** For $kd\gg1$ write $u=Ae^{ikz}$ and neglect $\partial_z^2A$. Then $\partial_zA=(i/2k)\partial_x^2A$, with $A=0$ on the wall and $A=1$ at entry. The solution is $A=\mathrm{erf}\big(x/\sqrt{2iz/k}\big)$. Because $\int_0^\infty\mathrm{erfc}(q)\,dq=1/\sqrt\pi$, the wall contributes
$$b_{\rm wall}=-\sqrt{\frac{2id}{\pi k}}=-(1+i)\sqrt{\frac{d}{\pi k}} .$$
Thickness thus brings in a negative real part, a loss of effective width.

## An absorbing film at 193 nm

Take $d=80$ nm, absorber index $0.85+1.65i$ and substrate index 1.56. Rigorous coupled-wave analysis, with 50 orders kept on each side of the zero order, gives the fields at a fixed period of 1640.5 nm. Solving (1) for $b$ and averaging smoothly over 15 openings between 482 and 1158 nm, to suppress edge interaction, gives
$$b_E=-9.5-19.8i\ \text{nm},\qquad b_H=-12.3+10.0i\ \text{nm}.$$
The conducting-wall law would give $-28-28i$ nm in case E. It is no substitute for the rigorous value, because it assumes an impenetrable wall and this absorber is penetrable. Keeping 80 orders on each side instead of 50 changes the complex width $w+2b$ of a 320 nm opening by 0.1 nm in case E and 0.5 nm in case H, so the last digit of $b_H$ is not settled: with 140 orders it is $-12.4+9.8i$ nm, and the third decimal of the case H entries for the narrower openings in the table below is uncertain by a few units.

A strip 20 nm wide in case E needs the extra transmission $b_E/s=-0.47-0.99i$, relative to $\Delta t$. It is a bookkeeping device, not a material layer.

With the leakage $p\,t_a$ subtracted, (1) predicts a zero-order amplitude correction of $2b/w$, relative to the thin-mask term $\Delta t\,w$. With $w=320$ nm in case E this is $2(-9.45-19.83i)/320=-0.059-0.124i$. At the same fixed period:

| Case, $w$ (nm) | Rigorous | Strip |
|---|---|---|
| E, 160 | $-0.049-0.238i$ | $-0.118-0.248i$ |
| E, 240 | $-0.106-0.147i$ | $-0.079-0.165i$ |
| E, 320 | $-0.049-0.139i$ | $-0.059-0.124i$ |
| E, 1080 | $-0.018-0.038i$ | $-0.018-0.037i$ |
| H, 160 | $-0.170+0.139i$ | $-0.154+0.125i$ |
| H, 320 | $-0.075+0.066i$ | $-0.077+0.063i$ |
| H, 1080 | $-0.024+0.020i$ | $-0.023+0.019i$ |

The three narrower widths lie outside the range used to find $b$. The correction grows roughly as $1/w$, but at 160 nm in case E the strip misses by about a quarter of its own prediction. The real part errs in opposite directions at 160 and 240 nm. Interference between waves crossing the opening would do this, though that cause has not been isolated here.

With the leakage $p\,t_a$ subtracted, the zero-order intensity changes by the factor
$$\left|1+\frac{2b}{w}\right|^2=1+\frac{4\,\mathrm{Re}\,b}{w}+\frac{4|b|^2}{w^2}.$$
At 320 nm in case E this is $1-0.118+0.019=0.90$; the rigorous value is 0.92. The imaginary part of $b$ enters this intensity only at second order.

## Other orders and focus

Dividing the $b$ term of (2) by the thin-mask term gives the relative correction $b\alpha\cot(\alpha w/2)$. For equal lines and spaces, $\alpha w/2=\pi/2$ in the first order and this vanishes. The importance of the strip therefore depends on the order as well as on the width.

The imaginary part acts on focus. Let the wafer lie in a fluid of index $n$, and let $k_{z0}$ and $k_{z1}$ be the longitudinal wavenumbers of orders 0 and $\pm1$ there. The fundamental of the image is proportional to $\mathrm{Re}[c_0^*c_1e^{i(k_{z1}-k_{z0})z}]$, which is greatest at
$$z=\frac{\arg c_1-\arg c_0}{k_{z0}-k_{z1}} .$$
For equal lines and spaces, small corrections and an opaque absorber,
$$\arg c_1-\arg c_0\approx-\frac{2\,\mathrm{Im}\,b}{w}+\frac{\pi^2\,\mathrm{Im}\,b_1}{w^2}.$$
The second term varies as $\alpha^2$, like a paraxial defocus common to all pitches, and depends on the plane in which the mask field is specified.

Fitting (2) to the first order of the same wide openings gives $\mathrm{Im}\,b_1=-772$ nm² in case E; the second order gives $-797$ nm², so the value is good to a few per cent. At $w=640$ nm the two terms are $+0.062$ and $-0.019$ rad, together 2.5°. Using the full amplitudes, including the leakage $|t_a/t_c|=0.018$, raises this to 3.7°, equal to the rigorous value at the digits given. With $R=4$ and $n=1.44$ the focus shift at the wafer, counted from the image of the plane $z=d$, is 15 nm. About 5 nm of this (1.2°) comes from the leakage alone and is already present in the thin-mask model; the rest is due to the edges. At $w=320$ nm the rigorous phase is 4.8° and the shift 3.9 nm. Between these two widths the terms above change by $+3.6°$ and $-3.2°$. They nearly cancel, and account for only about 0.4° of the 1° rise in phase. The shift falls because the longitudinal wavenumbers of the two orders differ much more at the smaller pitch.

## Beside a real mask

These numbers describe roughly the regime of immersion lithography at NA 1.35 with fourfold reduction. The indices and thickness are rough values for a metal-like film, not data for a named mask. Oblique illumination breaks the assumption of normal incidence. For an incident sine of 0.3 in air, the same calculation gives an average over the two edges of $-11.1-20.5i$ nm in case E and $-16.8+10.4i$ nm in case H. These differ from the normal-incidence values by 8% and 29% of $|b|$. At this angle, however, two diffraction orders in air lie within 1% of grazing, with transverse wavenumbers $1.006k$ and $-0.994k$, so interaction between neighbouring openings might be suspected as the cause. Periods of $8\lambda$ and $12\lambda$, whose orders lie farther from grazing, give about $-11.3-20.3i$ nm in case E and $-17.0+10.5i$ nm in case H, changes of 9% and 29–30%. The change therefore belongs to the edges, and for this film a strip calibrated at normal incidence needs recalibration at such an angle, above all in case H. Layered absorbers and sloping walls can also change $b$, and pattern corners lie outside this two-dimensional model. None of these effects is calculated here.
